# Lead Self-Energies with Orbital Overlap and Energy-Dependent Contact Coupling

**Q.** A channel between two metal leads is an infinite problem. You want to keep only the channel orbitals, which overlap those of the leads. What equation do you start from?

**A.** From the one-electron equation \((E-\mathcal H)|\psi\rangle=0\), with a mean-field Hamiltonian \(\mathcal H\) already fixed. I expand \(|\psi\rangle=\sum_j c_j|j\rangle\) in localised, linearly independent orbitals and project on \(\langle i|\):

\[
\sum_j (E S_{ij}-H_{ij})c_j=0,\qquad S_{ij}=\langle i|j\rangle,\quad H_{ij}=\langle i|\mathcal H|j\rangle .
\]

The matrix \(S\) is positive definite. The orbitals are divided into the channel \(C\) and the leads \(L\) and \(R\). I assume that \(L\) and \(R\) share neither overlap nor Hamiltonian elements.

**Q.** Why should \(E\) enter the coupling between two different orbitals? I would have called \(H_{cl}\) the coupling.

**A.** The equation couples them through \(\langle c|E-\mathcal H|l\rangle=ES_{cl}-H_{cl}\). Take a normalised channel orbital and split the lead orbital into a part along it and a remainder orthogonal to it, \(|l\rangle=|c\rangle S_{cl}+|l_\perp\rangle\). Then

\[
\langle c|E-\mathcal H|l\rangle=S_{cl}(E-H_{cc})-\langle c|\mathcal H|l_\perp\rangle .
\]

The second term is ordinary hopping. The first arises because the lead orbital already contains some of the channel orbital, and that part carries the channel's own term \(E-H_{cc}\). The slope of the coupling in energy is the overlap.

**Q.** Now remove the leads without approximation.

**A.** Let a source drive the system at \(z=E+i\eta\), with \(\eta>0\). This corresponds to a source switched on slowly and selects the retarded, outgoing response. Projection gives \(Mc=\text{source}\), with \(M(z)=zS-H\), so the coefficient Green function is \(G=M^{-1}\). For a source in the channel, the channel and lead rows of \(MG=1\) read

\[
M_{CC}G_{CC}+\sum_{\alpha=L,R}M_{C\alpha}G_{\alpha C}=1,\qquad
M_{\alpha C}G_{CC}+M_{\alpha\alpha}G_{\alpha C}=0 .
\]

The second equation has no term from the other lead because \(M_{LR}=0\). With \(g_\alpha=M_{\alpha\alpha}^{-1}\) it gives \(G_{\alpha C}=-g_\alpha M_{\alpha C}G_{CC}\). The inverse exists: for any nonzero \(x\), the imaginary part of \(x^\dagger M_{\alpha\alpha}x\) is \(\eta x^\dagger S_{\alpha\alpha}x>0\). Substitution in the first equation gives

\[
G_{CC}=\Big[zS_{CC}-H_{CC}-\Sigma_L-\Sigma_R\Big]^{-1},
\]
\[
\Sigma_\alpha(z)=(zS_{C\alpha}-H_{C\alpha})\,g_\alpha(z)\,(zS_{\alpha C}-H_{\alpha C}).
\]

If the leads did touch each other, they would have to be eliminated as one block, and \(\Sigma\) would no longer be a sum.

**Q.** Is the right factor just the Hermitian conjugate of the left one?

**A.** Not at finite \(\eta\). The conjugate contains \(z^*\), and it differs from the correct factor by \((z^*-z)S_{\alpha C}=-2i\eta S_{\alpha C}\). In a test with random Hermitian matrices at \(z=0.3+0.2i\) eV, the formula reproduced the channel block of the full inverse to \(7\times10^{-16}\) eV\(^{-1}\). Using the conjugate changed an element by as much as \(0.065\) eV\(^{-1}\). The difference in \(G_{CC}\) disappears as \(\eta\to0\). So does the difference in \(\Sigma\), except at a discrete level of the isolated lead, where \(g\) diverges as \(1/\eta\).

**Q.** The self-energy would depend on energy without overlap too. How do you know that overlap is responsible for the coupling's part?

**A.** If \(S_{C\alpha}=0\), the coupling is the constant \(-H_{C\alpha}\), and \(\Sigma_\alpha\) varies only through \(g_\alpha\). The two sources can be separated numerically. Attach one site of zero energy to a long lead, invert the whole matrix, and recover the coupling from

\[
\tau(z)=\sqrt{\frac{z-1/G_{00}(z)}{g_{11}(z)}} ,
\]

where \(g_{11}\) belongs to the first site of the separate lead. Between \(-1\) and \(+1\) eV the recovered slope is \(0.100\) for a contact overlap of \(0.1\), and zero when that overlap is removed with the hopping unchanged.

**Q.** But the zero of energy is arbitrary. Surely a coupling containing \(E\) is then arbitrary as well?

**A.** The opposite holds. Moving the zero by \(c\) changes both \(z\to z+c\) and \(H\to H+cS\), because a constant potential has matrix elements \(cS_{ij}\). Hence

\[
(z+c)S-(H+cS)=zS-H .
\]

The full coupling and \(\Sigma\) are unchanged. If \(ES_{C\alpha}\) is dropped, what remains is \(-(H_{C\alpha}+cS_{C\alpha})\), which does depend on the chosen zero.

**Q.** I could make the channel orbitals orthogonal to the leads first. Would the energy dependence not vanish?

**A.** From the coupling, yes. So the energy dependence belongs to the original local basis and is not a separate observable. Let \(L\) now denote all lead orbitals, and define

\[
X=S_{CL}S_{LL}^{-1},\qquad
|\tilde c\rangle=|c\rangle-\sum_l|l\rangle (X^\dagger)_{lc}.
\]

The new overlap is \(S_{LC}-S_{LL}X^\dagger=0\). The new Hamiltonian coupling is the constant

\[
W=H_{CL}-XH_{LL},
\]

and the channel blocks become

\[
\tilde S_{CC}=S_{CC}-XS_{LC},
\]
\[
\tilde H_{CC}=H_{CC}-XH_{LC}-H_{CL}X^\dagger+XH_{LL}X^\dagger .
\]

The change of basis is \(\tilde M=UMU^\dagger\) with

\[
U=\begin{pmatrix}1&-X\\0&1\end{pmatrix},\qquad
U^{-1}=\begin{pmatrix}1&X\\0&1\end{pmatrix}.
\]

Therefore \(\tilde G=(U^{-1})^\dagger G\,U^{-1}\). The first block row of \((U^{-1})^\dagger\) is \((1,0)\) and the first block column of \(U^{-1}\) is \((1,0)^T\), so \(\tilde G_{CC}=G_{CC}\).

**Q.** Then where did the energy dependence go?

**A.** Into the channel blocks. Since \(XM_{LL}=zS_{CL}-XH_{LL}\), the two original factors are

\[
M_{CL}=XM_{LL}-W,\qquad M_{LC}=M_{LL}X^\dagger-W^\dagger .
\]

Multiplying them with \(g=M_{LL}^{-1}\) between gives

\[
\Sigma=XM_{LL}X^\dagger-XW^\dagger-WX^\dagger+WgW^\dagger .
\]

The first three terms are at most linear in \(z\) and turn \(S_{CC},H_{CC}\) into \(\tilde S_{CC},\tilde H_{CC}\). The last is an ordinary self-energy with constant coupling. This also gives the high-energy limit: for a bounded lead Hamiltonian \(g\to0\), so

\[
\Sigma(z)\simeq z\,S_{CL}S_{LL}^{-1}S_{LC}\qquad(|z|\to\infty).
\]

With overlap the self-energy grows instead of dying away.

**Q.** That growing term troubles me. Does it create a spurious lifetime?

**A.** Let \(a=i(g-g^\dagger)\). The terms containing one \(X\) and one \(W\) form a Hermitian sum and cancel from \(\Sigma-\Sigma^\dagger\). Since \(M_{LL}-M_{LL}^\dagger=2i\eta S_{LL}\),

\[
i(\Sigma-\Sigma^\dagger)=WaW^\dagger-2\eta XS_{LL}X^\dagger .
\]

Make the leads infinite first and then let \(\eta\to0\). The second term vanishes, leaving the broadening \(\Gamma=WaW^\dagger\). To return to the original coupling, use lead eigenstates normalised by \(\phi_\nu^\dagger S_{LL}\phi_\nu=1\):

\[
g=\sum_\nu\frac{\phi_\nu\phi_\nu^\dagger}{z-E_\nu},\qquad
a\to2\pi\sum_\nu\phi_\nu\phi_\nu^\dagger\,\delta(E-E_\nu).
\]

Every state that contributes obeys \(M_{LL}\phi_\nu=0\). Thus \(\tau\phi_\nu=(XM_{LL}-W)\phi_\nu=-W\phi_\nu\), where \(\tau=ES_{CL}-H_{CL}\), and

\[
\Gamma=WaW^\dagger=\tau a\tau^\dagger .
\]

**Q.** Give me a lead for which \(g\) can be written down.

**A.** Take a square-lattice metal sheet with one orbital per site, site energy \(\varepsilon\), hopping \(t\) and overlap \(s\). A transverse phase \(q\) per site is conserved, so each \(q\) gives a chain with

\[
m=z(1+2s\cos q)-(\varepsilon+2t\cos q),\qquad \beta=zs-t .
\]

Removing the first site of a semi-infinite chain leaves an identical chain. The elimination above therefore gives

\[
g=\frac1{m-\beta^2g},\qquad
g=\frac{m\pm\sqrt{m^2-4\beta^2}}{2\beta^2}.
\]

The response changes by a factor \(-\beta g\) per site, and the product of the two roots is \(1/\beta^2\). For \(\eta>0\) I take the decaying root, \(|\beta g|<1\). On the real axis inside the band, with \(\beta>0\), the outgoing factor is \(-\beta g=e^{ik}\), where \(0<k<\pi\) and \(m=-2\beta\cos k\). Hence

\[
g=-\frac{e^{ik}}{\beta},\qquad a=-2\,\mathrm{Im}\,g=\frac{2\sin k}{\beta}.
\]

**Q.** Put in numbers.

**A.** For the metal take \(\varepsilon=3.0\) eV, \(t=-1.5\) eV and \(s=0.05\), with energies measured from the Fermi level. The contact has hopping \(-1.0\) eV and overlap \(0.1\), so \(\tau=1.0\ \text{eV}+0.1E\). At \(E=0,q=0\) we have \(m=0\), \(\beta=1.5\) eV and \(k=\pi/2\). Thus \(a=2/1.5=1.333\) eV\(^{-1}\) and \(\Gamma=1.0^2\times1.333=1.333\) eV.

At \(-1\) eV, \(\Gamma=0.9^2\times1.276=1.034\) eV. Freezing the coupling at its Fermi-level value, with \(a\) still taken at \(-1\) eV, would give \(1.276\) eV, which is 23% too large. At \(+1\) eV the full value is \(1.460\) eV and the frozen one \(1.206\) eV, 17% too small.

The dressed constant coupling to the first four lead sites is \(-1.006,\ 0.137,\ -0.006\) and \(0.0003\) eV. The bare contact reached one site. The tail follows from \(XS_{LL}=S_{CL}\): beyond the first site, \(sX_{j-1}+(1+2s)X_j+sX_{j+1}=0\), whose decaying solution changes by about \(-0.046\) per site.

**Q.** Before you compute a current: does \(|c_j|^2\) times a velocity mean anything in an overlapping basis?

**A.** The norm must include overlap. At real \(E\), multiply row \(i\) of \(Mc=0\) by \(c_i^*\) and take the imaginary part. The terms \(\mathrm{Im}(c_i^*M_{ij}c_j)\) sum to zero over \(j\) and change sign when \(i,j\) are exchanged, so they describe a conserved flow. With prefactor \(2/\hbar\), a Bloch wave \(c_n=e^{ikn}\) carries \(2\beta\sin k/\hbar\). To check the prefactor, differentiate the band equation

\[
E(1+2s\cos q+2s\cos k)=\varepsilon+2t\cos q+2t\cos k
\]

with respect to \(k\):

\[
\frac{dE}{dk}(1+2s\cos q+2s\cos k)=2(Es-t)\sin k=2\beta\sin k .
\]

The bracket is the norm per cell, so the flux is norm times group velocity, in cells per unit time.

**Q.** And the transmission?

**A.** Let each lead touch the channel through its first site, with real coupling vectors \(\tau_L,\tau_R\) over the channel orbitals. In the isolated left lead, a unit incoming wave and its reflection form \(\phi_j=e^{-ikj}-e^{ikj}\), where \(j\geq1\) counts away from the contact. Thus \(\phi_1=-2i\sin k\). Joining the channel adds \(-g_LM_{LC}c_C\) to this wave and creates \(c_R=-g_RM_{RC}c_C\) on the right. The channel rows then give

\[
c_C=-G_{CC}\tau_L\phi_1=2i\sin k\;G_{CC}\tau_L .
\]

The first right-hand site has amplitude \(-g_R\tau_R^Tc_C\), with \(|g_R|^2=1/\beta_R^2\). Dividing outgoing by incoming flux,

\[
T=\frac{2\beta_R\sin k_R}{2\beta_L\sin k_L}\,
\frac{4\sin^2k_L}{\beta_R^2}\,|\tau_R^TG_{CC}\tau_L|^2
=a_La_R|\tau_R^TG_{CC}\tau_L|^2 .
\]

Solving directly for the reflected and transmitted waves is an independent test. For the channel described next, at \(E=0\) and \(q=0.1\), both routes give \(T=0.1053\).

**Q.** How does that become the conductance of a sheet?

**A.** In an energy interval \(dE\), one mode delivers \(v\,dk/2\pi=dE/h\) electrons per unit time for each spin. A small bias \(V\) opens a window \(eV\), so a mode with two spins conducts \((2e^2/h)T\). For lattice step \(d\) and width \(w\), allowed phases are \(2\pi d/w\) apart. At zero temperature

\[
\frac{\mathcal G}{w}=\frac{2e^2}{h}\int_{-\pi}^{\pi}\frac{dq}{2\pi d}\,T(0,q).
\]

The channel has 16 sites with \(d=0.32\) nm, hence length \(5.12\) nm. Its site energy is \(3.54\) eV, hopping \(-0.9\) eV and overlap \(0.05\). The band edge lies \(0.05\) eV below the Fermi level and the mass is \(0.50\) free-electron masses.

Channel modes propagate for \(|q|<0.2589\). If all of them had \(T=1\), they would give \(77.48\times0.2589/(\pi\times0.32)\approx20.0\) μS/nm, or \(20.0\) mS/μm. The computed value is \(3.59\) mS/μm, a resistance times width of \(279\) Ω μm. In this coherent model the shortfall is reflection.

**Q.** Does dropping the contact overlap matter to that result?

**A.** With energies counted from the Fermi level it makes no difference at \(E=0\), because \(ES_{C\alpha}=0\) there. Count instead from a vacuum level \(4.5\) eV higher. The Fermi energy is then \(-4.5\) eV and the contact hopping becomes \(-1.0-4.5\times0.1=-1.45\) eV. The full formula still gives \(3.59\) mS/μm. Dropping only the contact overlap term gives \(3.98\) mS/μm, an 11% error produced by this choice of zero. Other choices give errors of other sizes and of either sign. The squared coupling has risen by a factor \(2.1\), but \(T\) need not follow it, since the coupling also enters \(G_{CC}\) through \(\Sigma\).

Within \(0.05\) eV of the Fermi level the correct coupling changes by just 0.5%. A constant coupling evaluated at the Fermi level is therefore a good approximation in this narrow window, but not over several eV.

**Q.** Would a real transistor show 279 Ω μm?

**A.** I would not predict that. The parameters are round numbers in the rough regime of an edge-contacted monolayer-semiconductor transistor. The density, \(1.0\times10^{13}\) cm\(^{-2}\) in one valley, suits a strongly switched-on channel. The result is the resistance of the whole device. It includes two contacts and the interference of waves reflected between them, so it depends on the channel length and should not be read as the resistance of one contact. A second valley, if equally coupled and filled to the same Fermi level, would halve the model's resistance while doubling the electron density. At fixed total density the Fermi level would lie closer to the band edge in each valley. That also changes the interference, so no general factor follows. The flat potential at the contacts is also a strong assumption: barriers of \(0.1\) eV on three sites at each end cut the conductance by 47%, to \(1.90\) mS/μm. That percentage belongs to this 16-site channel. The barriers also shift the interference, and a change of a few sites in length can by itself move the conductance by more. The barrier is moreover low and thin; a higher or wider Schottky barrier, as is common at metal–semiconductor contacts, would cut the current far more.

**Q.** What else have you left out?

**A.** Each change below is made alone, relative to \(3.59\) mS/μm.

- Letting each lead also couple to the second channel site, at 10% of the first coupling and with the same sign, gives \(4.81\) mS/μm, a rise of 34%. The range of the contact matrix elements therefore matters. Whether it outweighs the error from dropping the contact overlap depends on the size assumed for this coupling and on the zero chosen there.
- Thermal averaging at 300 K gives \(3.99\) mS/μm. Averaging over a \(0.1\) V window with rigid bands at zero temperature gives about \(3.2\) mS/μm.
- At a rough mobility of 50 cm\(^2\)/Vs the mean free path is \(2.7\) nm, shorter than the channel, so ballistic transport is not justified. Adding an ohmic \(61\) Ω μm in series gives \(340\) Ω μm, or \(2.94\) mS/μm. This is a size estimate, not a theory of partly coherent scattering.
- For a rough gap of \(1.8\) eV, the valence-band mixing scale is \(0.05/1.8\approx3\%\).
- Direct tunnelling through a \(4.5\) eV vacuum barrier over the 17 steps, \(5.44\) nm, between the end sites of the two leads carries a probability factor of about \(10^{-51}\), an amplitude of about \(10^{-26}\), which supports setting \(M_{LR}=0\) at this separation.

The elimination survives any of these changes that can be written into a fixed one-electron \(H\) and \(S\) with separate leads. Inelastic scattering cannot: it needs a further self-energy and a current formula that allows electrons to change energy. The values used here are collected in the numerical output.

## Numbers as computed

```
Lattice step 0.32 nm; channel sites 16; length 5.12 nm
Metal site energy, hopping 3.0, -1.5 eV; overlap 0.05
Channel site energy, hopping 3.54, -0.9 eV; overlap 0.05
Contact hopping -1.0 eV; contact overlap 0.1
Channel band edge from Fermi level: -0.0500 eV
Channel effective mass: 0.497 free-electron masses
Fermi wave number: 0.2589 rad/site = 0.809 1/nm
Electron density at 0 K, one valley: 1.040e+13 1/cm2
Matrix elimination, largest error: 7.1e-16 1/eV
Error if right factor uses conjugate z: 6.53e-02 1/eV
Extracted coupling slope with contact overlap: 0.100000
Extracted coupling slope without it: 0.000000
E=-1.0 eV, ky=0: coupling 0.900 eV, lead spectral function 1.2762 1/eV
  broadening 1.0337 eV; with coupling frozen at E=0 1.2762 eV
E=+0.0 eV, ky=0: coupling 1.000 eV, lead spectral function 1.3333 1/eV
  broadening 1.3333 eV; with coupling frozen at E=0 1.3333 eV
E=+1.0 eV, ky=0: coupling 1.100 eV, lead spectral function 1.2064 1/eV
  broadening 1.4597 eV; with coupling frozen at E=0 1.2064 eV
Dressed constant coupling to lead sites 1-4: -1.006224, 0.136930, -0.006237, 0.000284 eV
Transmission at E=0, ky=0.1 rad/site: Green 0.105313, waves 0.105313
Conductance quantum with spin: 77.481 microsiemens
Ballistic limit of channel modes: 19.956 mS/um
Conductance, full coupling: 3.588 mS/um
Resistance times width: 278.7 ohm um
Vacuum level above Fermi level: 4.5 eV
Full coupling, zero at vacuum: 3.588 mS/um
Contact overlap dropped, zero at Fermi: 3.588 mS/um
Contact overlap dropped, zero at vacuum: 3.983 mS/um
Contact hopping with zero at vacuum: -1.450 eV
Thermal energy at 300 K: 0.0259 eV
Conductance averaged at 300 K: 3.988 mS/um
Mean over 0.1 V window, rigid bands, 0 K: 3.223 mS/um
With 0.1 eV barriers on 3 sites at each end: 1.899 mS/um
With 10% coupling to second channel site: 4.807 mS/um
Rough mobility 50 cm2/Vs; mean free path 2.66 nm
Added scattering resistance, ohmic estimate: 61.4 ohm um
Rough gap 1.8 eV; valence mixing scale 2.8 percent
Direct lead-lead tunnelling, log10 of factor: -51
```
